# Thermal retrapping current of an SNS weak link from its electron temperature

A copper wire 1500 nm long between niobium electrodes, modelled at a bath temperature of 0.10 K, carries up to 2.91 μA without voltage. Once resistive, it does not return to the zero-voltage state until the bias has fallen below 0.27 μA, about eleven times lower. Charge stored on the contact capacitance cannot explain this: with a rough value $C=1$ fF, the damping parameter $2eI_cR^2C/\hbar$ is $3\times10^{-4}$, far below one. The cause in this model is heat. The resistive wire has electrons at 0.43 K, and at that temperature its critical current is only 0.21 μA.

## What is computed

A normal wire of length $L$, resistance $R$ and volume $V$ joins two superconductors of gap $\Delta$ through transparent contacts. Its electrons have one temperature $T_e$. Phonons and electrodes stay at $T_0$, and no heat leaves through the ends. Uniform Joule heating then gives a uniform $T_e$. If all of $I^2R$ is dissipated, the simple thermal retrapping current $I_r$ solves

$$I_c(T_e)=I_r,\qquad I_r^2R=\Sigma V(T_e^5-T_0^5), \tag{1}$$

where $\Sigma$ is the electron-phonon constant. Near $I_c$, however, a phase-slipping junction dissipates less than $I^2R$. In the overdamped model below, the resistive state disappears at a larger current $I_f$, and

$$I_r\le I_f\le I_r\sqrt{(1+\sqrt5)/2}\approx1.272\,I_r . \tag{2}$$

Equation (1) is thus a lower estimate with a known maximum error within the model.

## Cooling law

Take phonon emission and absorption at energy $\varepsilon$ with a kernel proportional to $\varepsilon^2$, as for three-dimensional phonons in a clean metal. Let $f$ be the Fermi function at $T_e$, and let $n_e,n_p$ be Bose functions of $\varepsilon$ at $T_e,T_0$. Because $f(E+\varepsilon)[1-f(E)]=n_e[f(E)-f(E+\varepsilon)]$ and the last bracket integrates to $\varepsilon$, emission has weight $\varepsilon n_e(1+n_p)$. Absorption likewise has weight $\varepsilon(1+n_e)n_p$. Their difference is $\varepsilon(n_e-n_p)$. One more factor $\varepsilon$ converts rate to power:

$$Q\propto\int_0^\infty \varepsilon^4(n_e-n_p)\,d\varepsilon=24\,\zeta(5)\,k^5(T_e^5-T_0^5).$$

The constants are collected in $\Sigma V$. The normal density of states was used, so superconducting correlations in the wire must be weak at energies near $kT_e$.

The copper wire below does not meet these conditions. Its electron mean free path $\ell$ is about 19 nm from $3D/v_F$ with the free-electron velocity, or 26 nm from its resistivity in the free-electron model. Thermal phonons at 0.43 K have wavelengths $\lambda$ of about 100 to 200 nm, longer than the film thickness. The clean limit needs $2\pi\ell/\lambda\gg1$; here this number is of order one, between the clean and dirty limits. Correlations are not weak either. At a real energy $E$, $\omega_n$ in the Usadel equation below is replaced by $-iE$, and the pair amplitude decays over a length $L\sqrt{E_{Th}/E}$. At $E=kT_e$ this is 0.28 of the wire length, so correlations from the two contacts reach most of the wire. For that wire the fifth-power law is an assumption, not a consequence of this derivation.

## Critical current

Measure position $x$ in units of $L$ and define $E_{Th}=\hbar D/L^2$, with $D$ the diffusion constant. At Matsubara energy $\omega_n=(2n+1)\pi kT$, the Usadel equations for pairing angle $\theta$ and phase $\chi$ are

$$\theta''=\kappa^2\sin\theta+\chi'^2\sin\theta\cos\theta,\qquad (\sin^2\theta\,\chi')'=0,\qquad \kappa^2=\frac{2\omega_n}{E_{Th}} .$$

The current is $eRI=2\pi kT\sum_{n\ge0}\sin^2\theta\,\chi'$.

**Prefactor.** It can be fixed by a short diffusive contact. A channel of transmission $\tau$ has a bound level $E=\Delta\sqrt{1-\tau\sin^2(\phi/2)}$ and carries

$$-\frac{2e}{\hbar}\frac{\partial E}{\partial\phi}\tanh\frac{E}{2kT}=\frac{e\Delta^2\tau\sin\phi}{2\hbar E}\tanh\frac{E}{2kT}.$$

The diffusive distribution of transmissions, normalized to conductance $1/R$, is $(h/2e^2R)/(2\tau\sqrt{1-\tau})$. With $s=\sqrt{1-\tau}$,

$$eRI=\frac{\pi\Delta^2}{2}\sin\phi\int_0^1\frac{ds}{E}\tanh\frac{E}{2kT}.$$

Now use $\tanh(E/2kT)/E=4kT\sum_{n\ge0}(\omega_n^2+E^2)^{-1}$. Set $B=\Delta\sin(\phi/2)$, $A^2=\omega_n^2+\Delta^2\cos^2(\phi/2)$ and $\Omega^2=\omega_n^2+\Delta^2$. Since $\omega_n^2+E^2=A^2+B^2s^2$, the integral of each term is $\arctan(B/A)/(AB)$. Defining $\sin(d/2)=B/\Omega$ turns this into $d/(\Omega^2\sin d)$, so

$$eRI=2\pi kT\sum_{n\ge0}\frac{\Delta^2}{\Omega^2}\,\frac{d\,\sin\phi}{\sin d}.$$

In the Usadel problem, $L\to0$ removes $\kappa$. The solution is then a great circle on the unit sphere, of arc $d$, between points at polar angle $\theta_S$, $\sin\theta_S=\Delta/\Omega$, and longitudes $\pm\phi/2$. Its conserved $\sin^2\theta\,\chi'$ is $d\sin^2\theta_S\sin\phi/\sin d$. The sums agree, which fixes $2\pi kT$. The relation between current and local gradient does not depend on wire length.

**Long wire.** Near one contact set $\chi'=0$. Multiplying by $\theta'$ and integrating from the region where $\theta=0$ gives $\theta'^2=4\kappa^2\sin^2(\theta/2)$, hence $\theta'=-2\kappa\sin(\theta/2)$ for a decaying solution. Then

$$\frac{d}{dx}\ln\tan\frac\theta4=\frac{\theta'}{2\sin(\theta/2)}=-\kappa .$$

Thus $\tan(\theta/4)=t_ne^{-\kappa x}$ with $t_n=\tan(\theta_S/4)$ and $\tan\theta_S=\Delta/\omega_n$. Far from the contact, $\theta\simeq4t_ne^{-\kappa x}$. There the equation for $F=\sin\theta\,e^{i\chi}$ is linear, so the tails from both contacts add:

$$F=a+b,\quad a=4t_ne^{-\kappa x-i\phi/2},\quad b=4t_ne^{-\kappa(1-x)+i\phi/2}.$$

Because $F'=\kappa(b-a)$,

$$\sin^2\theta\,\chi'=\mathrm{Im}(F^*F')=2\kappa\,\mathrm{Im}(a^*b)=32t_n^2\kappa e^{-\kappa}\sin\phi .$$

The maximum is at $\phi=\pi/2$:

$$eRI_c=64\pi kT\sum_{n\ge0}t_n^2\,\kappa_ne^{-\kappa_n}. \tag{3}$$

For $\Delta\gg kT$, $t_0^2=\tan^2(\pi/8)=1/(3+2\sqrt2)$. Keeping $n=0$ and writing $y=\kappa_0=\sqrt{2\pi kT/E_{Th}}$ gives $eRI_c\simeq32E_{Th}\,y^3e^{-y}/(3+2\sqrt2)$.

Each term of (3) is proportional to $t_n^2\kappa_n^3e^{-\kappa_n}$. The factor $t_n^2$ falls with temperature at fixed $\Delta$, and $\kappa^3e^{-\kappa}$ falls for $\kappa>3$. A sufficient condition for $I_c$ to decrease everywhere above the bath is therefore $kT_0>9E_{Th}/(2\pi)$.

## Algorithm and cost

Use temperature as the unknown. The function

$$g(T)=\sqrt{Q(T)/R}-I_c(T)$$

is negative at $T_0$, where $Q=0$, and increases when $I_c$ decreases. It becomes positive at high $T$, so it has one root, and $I_r=I_c(T_r)<I_c(T_0)$.

```
input L, area, D, density of states, Sigma, gap, T0
R, V, E_Th from geometry and D
require k*T0 > 9*E_Th/(2*pi)
lo = T0; hi = 2*T0
while g(hi) < 0: hi = 2*hi
bisect g on [lo, hi] -> Tr;  Ir = Ic(Tr)
minimize I(T) of equation (4) for T >= T0 -> Tf, If
require f_J*tau >> 1, leak << Joule power
return Ir, Tr, If, Tf
```

With $N$ Matsubara terms, one evaluation costs $O(N)$. Bisection needs about $\log_2[(T_{hi}-T_{lo})/\delta T]$ evaluations for a temperature tolerance $\delta T$. It cannot leave the bracket, whereas fixed-point iteration between $I$ and $T_e$ oscillates because one curve rises and the other falls. Its slope at the root is about $\tfrac25\,d\ln I_c/d\ln T$ for $T\gg T_0$, which is $-1.25$ in the example below, so there it diverges.

## Power of a phase-slipping wire

In this section $V$ is the voltage, not the volume. For an overdamped junction, $V=(\hbar/2e)\dot\phi=R(I-I_c\sin\phi)$. If $T_e$ is constant during one turn of the phase, the period is

$$\frac{\hbar}{2eR}\int_0^{2\pi}\frac{d\phi}{I-I_c\sin\phi}=\frac{h}{2eR\sqrt{I^2-I_c^2}} .$$

The time integral of $V$ is $h/2e$, so $\bar V=R\sqrt{I^2-I_c^2}$. The heat per period is $\int (V^2/R)\,dt=(\hbar/2e)\int_0^{2\pi}(I-I_c\sin\phi)\,d\phi=hI/2e$. The mean power is consequently $I\bar V$, not $I^2R$.

With $q=Q/R$, heat balance reads $I\sqrt{I^2-I_c^2}=q$. Squaring gives $I^4-I_c^2I^2-q^2=0$, whose positive root is

$$I^2(T)=\tfrac12\left[I_c^2+\sqrt{I_c^4+4q^2}\right]. \tag{4}$$

The minimum of $I(T)$ is $I_f$; no resistive steady state exists below it. A state is thermally stable if extra heat $I\bar V-Q$ falls as $T$ rises. Since that excess grows with $I$, stability is equivalent to $dI/dT>0$: the hot side of the minimum is stable.

The bounds follow from (4). It implies $I\ge I_c$ and $I\ge\sqrt q$. Below $T_r$ the first is at least $I_r$; above $T_r$ the second is. At $T_r$ itself $q=I_c^2=I_r^2$, so $I^2=I_r^2(1+\sqrt5)/2$, and the minimum cannot exceed this value. Also $I(T_0)=I_c(T_0)$, so $I_f\le I_c(T_0)$. In the limit of very strong cooling, $I_r$ tends to $I_c(T_0)$ and the ratio $I_f/I_r$ tends to one.

## Worked example

The wire is 200 nm wide and 30 nm thick. Rough inputs are $D=100$ cm²/s, 25 states per eV nm³, $\Sigma=2.0\times10^9$ W m⁻³ K⁻⁵ and $\Delta=1.30$ meV. The conductivity $e^2N_FD$, with $N_F$ the density of states, gives $R=6.24$ Ω. Further, $\Sigma V=1.80\times10^{-11}$ W/K⁵ and $E_{Th}=2.93$ μeV, or 34 mK. The monotonicity condition requires $T_0>49$ mK and is met.

At 0.20 μA, for instance, $I^2R=2.50\times10^{-13}$ W. Dividing by $\Sigma V$ gives 0.0139 K⁵; adding $T_0^5=10^{-5}$ K⁵ and taking the fifth root gives 0.425 K. The trace is:

| $I$ (μA) | $T_e$ (K) | $I_c(T_e)$ (μA) |
|---:|---:|---:|
| 1.00 | 0.809 | 0.018 |
| 0.40 | 0.561 | 0.086 |
| 0.30 | 0.500 | 0.131 |
| 0.20 | 0.425 | 0.223 |
| 0.10 | 0.322 | 0.479 |

The crossing lies between 0.30 and 0.20 μA. Root finding gives $I_r=0.210$ μA (0.210 × 10⁻⁶ A) at $T_r=0.433$ K, with 275 fW of Joule power. Solving the nonlinear Usadel problem by collocation and maximizing over phase gives the same $I_r$ to four digits. At the bath, where $y$ is only 4.3, it agrees with the 2.914 μA of (3) to within 0.01%, although its maximum has moved from $\phi=\pi/2$ to about 1.66.

The large-gap, one-term expression gives 0.239 μA at $T_r$, 14% above (3). The gap explains this: $\omega_0/\Delta=0.090$ lowers $t_0^2$ from 0.172 to 0.151, a factor 0.88. "Large gap" is therefore a poor shortcut here even though $\Delta/kT_r$ is about 35.

Minimizing (4) gives $I_f=0.267$ μA at 0.434 K, where the voltage is 1.03 μV. The ratio $I_f/I_r$ is 1.272, practically the upper bound. This is a coincidence of slopes. Differentiating (4) at $q=I_c^2$ gives

$$2\,d\ln I\propto(\sqrt5+1)\,d\ln I_c^2+4\,d\ln q .$$

For $T\gg T_0$, $d\ln q/d\ln T=5$, so the minimum sits at $T_r$ when $d\ln I_c/d\ln T=-\tfrac52(\sqrt5-1)=-3.09$. In the example, $y=8.96$ gives $(3-y)/2=-2.98$, and the temperature dependence of $t_0^2$ adds $-0.13$, for a total of $-3.11$ from the leading term of (3). Changing the cooling constant by 0.1 or 10, with everything else fixed, leaves the ratio at 1.271: a shifted minimum lowers $I$ only to second order in the slope mismatch.

## Sensitivity and failure modes

Let $s=-d\ln I_c/d\ln T\approx3.1$. Changing the critical-current scale by $\delta\ln A$ and the cooling by $\delta\ln\Sigma$ gives two local equations, $\delta\ln I_r=\delta\ln A-s\,\delta\ln T$ and $\delta\ln I_r=\tfrac12\delta\ln\Sigma+\tfrac52\delta\ln T$. Eliminating $T$,

$$\delta\ln I_r=\frac{\tfrac52\,\delta\ln A+\tfrac s2\,\delta\ln\Sigma}{s+\tfrac52}\approx0.45\,\delta\ln A+0.28\,\delta\ln\Sigma .$$

A 10% error in $\Sigma$ moves $I_r$ by about 3%. The bath matters little, since $(T_0/T_r)^5\approx7\times10^{-4}$. The Thouless energy matters more: at fixed $R$, $d\ln I_c/d\ln E_{Th}\approx(y-1)/2=4.0$, so a 10% error there moves $I_r$ by about 18%.

**Open ends.** Electrons above the gap carry heat out. Treating each half wire as a resistor $R/2$ between $T_e$ and perfectly absorbing electrodes at $T_0$ gives

$$Q_{leak}\approx\frac{8}{e^2R}\int_\Delta^\infty E\,[f(E,T_e)-f(E,T_0)]\,dE .$$

At $I_r$ this is $2\times10^{-10}$ of the Joule power for the niobium gap. For a 0.18 meV gap, roughly that of aluminium, at the same $T_e$ and power, it is about 300 times the Joule power. Equation (1) then needs a heat-diffusion term, and its $I_r$ should not be used.

**Hot phonons.** Suppose the film phonons have their own temperature and lose heat through the wire's footprint as $K Lw(T_{ph}^4-T_0^4)$, where $w$ is the width and $K=100$ W m⁻² K⁻⁴ is a rough value. Solving both balances gives $T_{ph}=0.30$ K and lowers $I_r$ by 5%, to 0.200 μA. At that temperature phonon wavelengths are several times the 30 nm thickness, so a separate film-phonon bath is not well defined and this figure is only indicative.

**Slow temperature.** The thermal time is heat capacity divided by $dQ/dT$: $\tau=\gamma/(5\Sigma T^3)$, with $\gamma=\pi^2k^2N_F/3$. At the fold it is 120 ns, and the Josephson frequency $f_J=2e\bar V/h$ is 499 MHz. Their product is 60, so averaging over a period is justified. If it approaches one, integrate phase and temperature together. A fast bias ramp also delays the jump. Integrating the heat equation while the bias falls linearly from $3I_r$ towards zero in $3\times10^4$ thermal times gives a jump at 0.2663 μA, 0.2% below $I_f$.

**Delayed supercurrent.** The overdamped equation assumes that the supercurrent follows the phase without delay. This requires $2eV\ll E_{Th}$ throughout the period. At the fold $2e\bar V$ is 2.1 μeV and $E_{Th}$ is 2.9 μeV, while the peak value $2eR(I+I_c)$ is about 6 μeV, twice $E_{Th}$, so the condition is not met. The delay, of order $\hbar/E_{Th}$, can also act like inertia: put in place of $RC$ in the damping parameter at the bath, it gives $2eI_cR/E_{Th}\approx12$. This would cause some hysteresis even without heating, with retrapping near a third of $I_c$, but not the elevenfold drop found here. The value of $I_f$ is therefore a model result, less certain for a real wire than its digits suggest.

**Phase noise.** At $I_r$, $\hbar I_r/(2e)$ is 11.5 times $kT_e$. Fluctuations can therefore spread the transition; the deterministic scheme does not give its width.

## Relation to real wires

The dimensions, diffusion constant and electron-phonon constant are of the order met in evaporated copper wires, and the gap is of the order of niobium's. None is fitted to a device. Real contacts are not perfectly transparent. If they halve the critical-current scale at fixed $R$, the local exponent 0.45 lowers $I_r$ by roughly a quarter. This is comparable in size to the 27% rise due to phase slips, while phonon heating is a smaller correction. With the stated inputs and ideal contacts, the model gives 0.2 to 0.3 μA. For a fabricated wire even the first digit is uncertain until $R$, $D$ and the contact resistance are measured: at fixed $R$, a 20% error in $D$ alone moves $I_r$ by about a third.
